\section*{Site symmetry and orbital degeneracy of oxygen vacancies in hafnia}

\section{What survives when one atom is removed}

\noindent\textbf{Q.} A vacancy in cubic hafnia is said to have a threefold degenerate level. In the ferroelectric phase, Pca2$_1$, I find separate levels even when I remove the oxygen atom and freeze all the others. If nothing has relaxed, what has split the triplet?

\noindent\textbf{A.} Start with the symmetry that remains after the removal. Write an operation of the perfect crystal as $g=\{R|\mathbf t\}$, acting on a point as $\mathbf x\to R\mathbf x+\mathbf t$. I use fractional coordinates, so lattice vectors $\mathbf n$ have integer components. Let the removed atom sit at $\mathbf x_0$. The operation $g$ carries the crystal with a hole at $\mathbf x_0$ into the crystal with a hole at $g\mathbf x_0$. It is a symmetry of the defective crystal if and only if
\begin{equation}
R\mathbf x_0+\mathbf t=\mathbf x_0 .
\label{fixed}
\end{equation}
The operations obeying this condition form the site group $G$.

\noindent\textbf{Q.} Could the hole create a symmetry that the perfect crystal lacked?

\noindent\textbf{A.} No, for one vacancy in an infinite crystal. Suppose $g$ preserves the defective crystal, and let $C$ be the perfect one. Then $gC$ and $C$ differ by finitely many atoms at most. Shift both by a lattice vector of $C$. Since $C$ is unchanged, the shifted $gC$ differs from $gC$ by finitely many atoms. But both of these have the periods of $gC$, so their difference is periodic. A finite periodic set is empty, hence $gC$ also has the periods of $C$. The same argument then makes the difference between $gC$ and $C$ empty. Thus $g$ was already a symmetry of the perfect crystal.

\noindent\textbf{Q.} Which operations fix an oxygen site in Pca2$_1$?

\noindent\textbf{A.} Modulo lattice translations there are four operations:
\begin{align}
\text{identity:}\quad &(x,y,z),\nonumber\\
\text{screw axis:}\quad &(-x,-y,z+\tfrac12),\nonumber\\
a\text{ glide:}\quad &(x+\tfrac12,-y,z),\nonumber\\
c\text{ glide:}\quad &(-x+\tfrac12,y,z+\tfrac12).
\end{align}
Add an arbitrary lattice vector and impose (\ref{fixed}). The screw axis and the $c$ glide both require $z+\tfrac12+n_3=z$, or $n_3=-\tfrac12$. The $a$ glide requires $n_1=-\tfrac12$. Neither is an integer. A pure lattice translation fixes no point unless it is zero. The identity alone remains, so $G=C_1$.

The coordinates $x,y,z$ dropped out of the argument. It therefore holds at every point of the cell, including all Hf and O sites. The phase has symmetry, but each nontrivial operation moves a chosen vacancy to another place.

\noindent\textbf{Q.} And in the cubic phase?

\noindent\textbf{A.} Put the origin on an oxygen atom and measure lengths in units of $a/4$, where $a$ is the cubic cell edge. The oxygen atoms lie at triples of even integers. The Hf atoms lie at $(1+2h,1+2k,1+2l)$ with $h+k+l$ even: these are triples of odd integers whose sum is $3$ modulo $4$.

The candidate operations permute the axes and change signs. A permutation keeps the sum. Reversing one odd coordinate $m$ changes the sum by $-2m$, which is $2$ modulo $4$, so Hf positions go to empty ones. Reversing two restores the condition. Six permutations times four even choices of sign changes give 24 operations, the group $T_d$. A direct search using the atomic positions finds the same order, 24, for cubic oxygen, and order 1 for all twelve atoms of the Pca2$_1$ cell used below.

\section{From a site group to a degeneracy}

\noindent\textbf{Q.} Why does the group decide whether levels coincide?

\noindent\textbf{A.} Leave spin out for now. If $H$ commutes with every $g$ in $G$ and $H\psi=E\psi$, then
\begin{equation}
H(g\psi)=g(H\psi)=E(g\psi).
\end{equation}
All the transformed states have the same energy. If $\psi$ belongs to an $n$-dimensional irreducible representation, they span $n$ dimensions and the level is at least $n$-fold degenerate. Time reversal can also join two complex-conjugate representations.

In $C_1$ the sole operation is the identity. It has one irreducible representation, which is one-dimensional and real, so neither mechanism acts. Moreover, if two orthonormal real states $\psi_1,\psi_2$ happened to coincide, the perturbation $\delta\,|\psi_1\rangle\langle\psi_1|$ would separate them, and $C_1$ permits it. A coincidence is therefore not required.

\noindent\textbf{Q.} Show me the triplet in the cubic case.

\noindent\textbf{A.} Take one $s$-like orbital on each of the four Hf neighbours. The character of an operation is the number of these atoms it leaves in place:
\begin{equation}
\begin{array}{c|ccccc}
 & E & 8C_3 & 3C_2 & 6S_4 & 6\sigma_d\\ \hline
\text{four orbitals} & 4&1&0&0&2\\
A_1&1&1&1&1&1\\
T_2&3&0&-1&-1&1
\end{array}
\end{equation}
Multiplying characters, weighting by class size and dividing by 24 gives
\begin{align}
n(A_1)&=\frac{4+8+0+0+12}{24}=1,\\
n(T_2)&=\frac{12+0+0+0+12}{24}=1 .
\end{align}
Their dimensions add to four, so nothing else is present.

The energies follow too. $T_d$ carries any of the four sites to any other, and any pair to any other pair. A real symmetric $H$ thus has one diagonal element $\varepsilon$ and one off-diagonal element, which I call $-t$:
\begin{equation}
H=(\varepsilon+t)I-tJ,
\end{equation}
where all elements of $J$ equal one. On $(1,1,1,1)$, $J$ gives 4; on any vector whose components sum to zero it gives 0. Hence
\begin{equation}
E(a_1)=\varepsilon-3t,\qquad E(t_2)=\varepsilon+t\quad\text{(three times)}.
\label{levels}
\end{equation}
$T_d$ leaves two free numbers in $H$. $C_1$ leaves all ten: four diagonal and six off-diagonal.

This can be tested without a model of hafnia. Twenty random real symmetric $4\times4$ matrices each had four distinct levels. Averaging each over the 24 permutations of $T_d$ produced a singlet and a triplet every time.

\noindent\textbf{Q.} So every vacancy level in the cubic phase is a triplet?

\noindent\textbf{A.} No. For $t>0$ the lowest level in (\ref{levels}) is the singlet $a_1$. One or two electrons placed there have no orbital degeneracy. The triplet matters for excited electrons or for further ones added to the vacancy.

\section{Numbers for the two phases}

\noindent\textbf{Q.} How large is the splitting in a concrete case?

\noindent\textbf{A.} Consider one electron confined to the four Hf atoms around a doubly positive vacancy, with
\begin{align}
H_{ii}&=-\frac{2e^2}{4\pi\varepsilon_0\varepsilon_r r_i},\\
H_{ij}&=-t_0\exp\!\left[-\frac{d_{ij}-d_0}{L}\right]\quad(i\ne j).
\end{align}
Here $e>0$, $r_i$ is the distance from Hf atom $i$ to the vacancy and $d_{ij}$ is an Hf--Hf distance. Energies are relative to an Hf orbital without the vacancy. I choose $t_0=0.30$ eV, $L=0.10$ nm and $\varepsilon_r=5$; the last represents electronic screening, since the ions are frozen. With $a=0.51$ nm, $d_0=a/\sqrt2=0.3606$ nm, so $t=t_0$ in the cubic phase. There $r=\sqrt3a/4=0.2208$ nm and
\begin{align}
\varepsilon&=-\frac{2(1.440)}{5(0.2208)}\ \text{eV}=-2.61\ \text{eV},\\
E(a_1)&=-2.61-0.90=-3.51\ \text{eV},\\
E(t_2)&=-2.61+0.30=-2.31\ \text{eV}.
\end{align}

For Pca2$_1$ I take rough, rounded cell edges $(0.52,0.50,0.51)$ nm and coordinates
\begin{equation}
\begin{array}{c|ccc}
\text{Hf}&0.03&0.27&0.25\\
\text{O1}&0.36&0.07&0.11\\
\text{O2}&0.23&0.54&0.00
\end{array}
\end{equation}
The four operations generate the other atoms. For example, the first Hf atom is displaced from O1 by $(-0.33,0.20,0.14)$ in fractional coordinates, or $(-0.172,0.100,0.071)$ nm, a distance of $0.211$ nm. Keeping the four Hf atoms that surround each site in the cubic parent gives
\begin{equation}
\begin{array}{c|cc}
 & \text{O1} & \text{O2}\\ \hline
r_i\ (\text{nm}) & 0.204,\,0.211, & 0.209,\,0.213,\\
 & 0.217,\,0.322 & 0.223,\,0.224\\
E\ (\text{eV}) & -3.44,\,-2.55, & -3.65,\,-2.46,\\
 & -2.33,\,-1.67 & -2.31,\,-2.21\\
\text{upper spread (eV)} & 0.88 & 0.25
\end{array}
\end{equation}
The spread is the highest level minus the second lowest. It is zero in the cubic phase. For O1 the highest level has 93\% of its weight on the distant Hf atom at 0.322 nm, so the large spread mostly reflects that atom's weaker attraction. The inputs are rounded: varying them within their last digit moves the spreads over about 0.83--0.92 eV for O1 and 0.21--0.31 eV for O2.

\noindent\textbf{Q.} O2 still looks roughly tetrahedral. Does it keep part of the degeneracy?

\noindent\textbf{A.} It keeps a cluster of nearby levels, but no required coincidence. Symmetry says whether a splitting is allowed; the size comes from the distortion.

To see how it starts, write $H=H_0+\delta H$, with $H_0$ cubic. Let the columns of $T$ be the three orthonormal $t_2$ states. A perturbed state is $T\mathbf c+\chi$, where $\chi$ is a small admixture of $a_1$. Project the eigenvalue equation on $T$. The term $T^{\mathsf T}H_0\chi$ vanishes because $a_1$ and $t_2$ are orthogonal eigenspaces. The term $T^{\mathsf T}\delta H\chi$ is second order. What remains is
\begin{equation}
(T^{\mathsf T}\delta H\,T)\mathbf c=[E-E(t_2)]\mathbf c .
\end{equation}
Unless this $3\times3$ matrix is a multiple of the identity, the triplet splits at first order.

Move all coordinates and cell edges $0.1\%$ of the way from cubic to Pca2$_1$. For O1 the first-order spread is 1.133 meV and diagonalization gives 1.134 meV. For O2 both give 0.277 meV. Extending these slopes to the full distortion would give 1.13 and 0.28 eV, against 0.88 and 0.25 eV from diagonalization. The linear law is a small-distortion result.

\noindent\textbf{Q.} Could a simple model have more symmetry than the crystal?

\noindent\textbf{A.} Yes, and this one does if the Coulomb term is dropped. Around O1 the four Hf atoms are
\begin{align}
1&:(0.03,0.27,0.25), & 2&:(-0.03,-0.27,-0.25),\nonumber\\
3&:(0.53,-0.27,0.25), & 4&:(0.47,0.27,-0.25).\nonumber
\end{align}
Subtracting coordinates shows $d_{13}=d_{24}$ and $d_{12}=d_{34}$. Exchanging $1\leftrightarrow4$ and $2\leftrightarrow3$ therefore preserves every hopping element, although no crystal operation does this while fixing the vacancy. The unequal $r_i$ make the diagonal elements unequal and remove the extra symmetry. This twofold exchange forces no degeneracy by itself: without the Coulomb term the four levels are still distinct. A larger hidden symmetry could force one, so a degeneracy in a truncated model should be checked against the site group of the full structure.

\noindent\textbf{Q.} Are four Hf atoms enough?

\noindent\textbf{A.} For the symmetry argument, yes; for a reliable splitting, no. Around O1 the fourth Hf atom is at 0.322 nm and the first omitted one at 0.346 nm, so the cut is poorly separated. I enlarged the cluster to 68 Hf sites, with the same rules for $H$.

In the cubic phase the characters predict $6A_1+A_2+5E+6T_1+11T_2$: seven singlets, five doublets and seventeen triplets. Diagonalization gives that pattern, with a singlet lowest and a triplet next. In Pca2$_1$ all 68 levels are distinct for either vacancy. The spread of levels 2 to 4 is now 0.12 eV for O1 and 0.11 eV for O2. These are not converged splittings of a localized level. In the infinite cubic crystal each Hf atom has twelve neighbours at distance $d_0$, so a state with equal amplitudes on all Hf atoms gains more than $12t_0=3.6$ eV from hopping. The band of this model therefore starts below $-3.6$ eV, lower than both four-site levels of the cubic phase. Summing all shells puts the band edge at $-4.77$ eV. In much larger clusters, levels 2 to 4 become shallow hydrogen-like states bound by the Coulomb tail, roughly 0.13 eV below the band edge and more than 2 nm in radius. Their spread falls to 7 meV for O1 and 10 meV for O2 at about 1000 sites, and to a few meV or less beyond that. The four-site spreads illustrate what symmetry allows; they are not splittings of bound states in the extended model.

\section{Spin, fields and real films}

\noindent\textbf{Q.} Does spin restore any degeneracy?

\noindent\textbf{A.} Without a magnetic field, time reversal keeps each one-electron level at least twofold degenerate. These Kramers pairs exist in both phases. Spin--orbit coupling changes the rest. Represent it within $t_2$ by $\lambda\,\mathbf L\cdot\mathbf S$, with effective $L=1$ and $S=\tfrac12$, in units where $\hbar=1$. This is an added model term: the atomic spin--orbit interaction vanishes on an $s$ orbital, and the Hamiltonian above contains no spin-dependent hopping. From $\mathbf J=\mathbf L+\mathbf S$,
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}\tfrac12,&j=\tfrac32,\\-1,&j=\tfrac12.\end{cases}
\end{equation}
The cubic triplet becomes a quartet and a doublet separated by $3\lambda/2$. For a chosen $\lambda=0.10$ eV this is 0.15 eV. In Pca2$_1$ the same term leaves four separate Kramers pairs; the four-site spreads become 0.90 eV for O1 and 0.30 eV for O2.

\noindent\textbf{Q.} A memory capacitor works under a field. Would the cubic triplet survive it?

\noindent\textbf{A.} Not with a field along a cubic axis. Let the electron energy be $eFz$, and let $s_{x,i},s_{y,i},s_{z,i}=\pm1$ be the signs of the coordinates of Hf atom $i$ relative to the vacancy. The $t_2$ states $|x\rangle,|y\rangle,|z\rangle$ have components $s_{x,i}/2$, and so on. For a tetrahedron $s_{x,i}s_{y,i}s_{z,i}=\eta$, the same sign for all four atoms. Since $z_i=(a/4)s_{z,i}$,
\begin{equation}
\langle x|eFz|y\rangle=\frac{eFa}{16}\sum_i s_{x,i}s_{y,i}s_{z,i}
=\eta\frac{eFa}{4}.
\end{equation}
The other elements within $t_2$ contain $\sum_i s_{x,i}$, $\sum_i s_{y,i}$ or $\sum_i s_{z,i}$, and vanish. The shifts are $\pm eFa/4$ and zero at first order, so the outer splitting is $eFa/2$. At 2 MV/cm, or 0.2 V/nm, this is $0.2\times0.51/2$ eV $=51$ meV. The thermal energy at 358 K is 31 meV. The 51 meV belongs to the four-site states only. In the 68-site cubic cluster the same field splits the lowest triplet by 6 meV, below the thermal energy.

In Pca2$_1$ the same field along $+c$, with atoms fixed, changes the four-site spread from 0.88 to 0.83 eV for O1 and from 0.252 to 0.257 eV for O2. The O2 shift is smaller than the effect of rounding the coordinates, which can reverse its sign. I have used the macroscopic field with no local-field correction.

\noindent\textbf{Q.} What changes when the atoms relax?

\noindent\textbf{A.} In $T_d$ the forces on the atoms share the site symmetry if the electrons fill whole levels. A uniform outward motion of the four Hf atoms then keeps the triplet. A partly filled $t_2$ level can instead lower its energy by a Jahn--Teller distortion. In $C_1$ there is no required degeneracy to drive that effect, but ordinary relaxation can still be large. Moving the four Hf atoms outward by 0.01 nm changes the four-site spreads to 0.83 eV for O1 and 0.23 eV for O2.

\noindent\textbf{Q.} How close is this to a real ferroelectric film?

\noindent\textbf{A.} The cell edges, the two oxygen environments and a field of a few MV/cm are roughly typical. The hopping parameters are not fitted to hafnia, the model omits Hf $d$ orbitals and electron repulsion, and its four-site version has no conduction band. Its splittings are not predictions of optical or trap energies. Real films also break the assumption of frozen ions around an isolated vacancy. The 0.01 nm displacement moves the spreads by 0.05 and 0.02 eV; going to 68 sites changes the numbers by 0.75 and 0.14 eV, without reaching convergence. Truncation is thus the more serious of these two errors: in much larger clusters almost the whole four-site spread disappears. In dopant-stabilized cubic hafnia, a nearby dopant or second vacancy can lower the local symmetry below $T_d$ even when the average structure is cubic.

\noindent\textbf{Q.} If I do find two equal levels in Pca2$_1$, is the argument wrong?

\noindent\textbf{A.} First ask whether they belong to the same vacancy. The four equivalent O1 sites give identical spectra because crystal operations carry one vacancy into another. That is a degeneracy of configurations, not of orbitals at one site.

Two levels at one site can also meet by accident. For a real two-state block with diagonal elements $\alpha,\beta$ and coupling $\gamma$, the eigenvalue equation $(\alpha-E)(\beta-E)-\gamma^2=0$ gives
\begin{equation}
E_+-E_-=\sqrt{(\alpha-\beta)^2+4\gamma^2}.
\end{equation}
A crossing needs both $\alpha=\beta$ and $\gamma=0$. $C_1$ neither enforces these conditions nor forbids them. Near coincidences are possible too: the smallest gap in the 68-site Pca2$_1$ clusters is 1.8 meV for O1 and 0.5 meV for O2, well below the thermal energy at 358 K. To tell an accident from a symmetry, change the structure slightly while preserving its site group. A required degeneracy survives; an accidental one generally splits.

\section*{Numbers as computed}
\begin{verbatim}
cubic cell edge: 0.51 nm; Pca21 cell: 0.52 0.50 0.51 nm
Pca21 Hf fractional coordinates: 0.03 0.27 0.25
Pca21 O1 fractional coordinates: 0.36 0.07 0.11
Pca21 O2 fractional coordinates: 0.23 0.54 0.00
t0 = 0.30 eV, L = 0.10 nm, eps_r = 5.0, d0 = 0.3606 nm
e^2/(4 pi eps0) = 1.4400 eV nm
Pca21 site-group orders, 12 atoms: 1 1 1 1 1 1 1 1 1 1 1 1
cubic site-group orders: O 24, Hf 48
operations per cell: Pca21 4, cubic 192
R diagonal 1 -1 1 | intrinsic translation 0.5 0.0 0.0
R diagonal -1 1 1 | intrinsic translation 0.0 0.0 0.5
R diagonal -1 -1 1 | intrinsic translation 0.0 0.0 0.5
4-orbital characters E C3 C2 S4 sigma_d: 4 1 0 0 2
4-orbital content: {'A1': 1, 'A2': 0, 'E': 0, 'T1': 0, 'T2': 1}
free parameters of H: Td 2, C1 10
cubic Hf-vacancy distance: 0.2208 nm
cubic site energy: -2.6082 eV
cubic levels: -3.5082 -2.3082 -2.3082 -2.3082 eV
68-site check, number of Hf sites: 68
large cubic content: {'A1': 6, 'A2': 1, 'E': 5, 'T1': 6, 'T2': 11}
large cubic singlets, doublets, triplets: 7 5 17
O1 Hf distances: 0.2045 0.2111 0.2168 0.3221 nm; fifth 0.3461 nm
O1 levels: -3.4409 -2.5482 -2.3306 -1.6719 eV
O1 spread of upper three: 0.8764 eV
O1 smallest gap in upper three: 0.2176 eV
O1 permutations kept: hopping only 2, full 1
O1 spread at s=0.001: 1.1336 meV, first order 1.1333 meV
O1 large cluster, spread of levels 2-4: 0.1238 eV
O1 large cluster, smallest gap: 1.7642 meV
O1 spread, Hf moved out 0.01 nm: 0.8252 eV
O1 spread with spin-orbit: 0.8965 eV
O1 spread in field: 0.8335 eV
O2 Hf distances: 0.2087 0.2128 0.2227 0.2237 nm; fifth 0.3972 nm
O2 levels: -3.6524 -2.4597 -2.3069 -2.2074 eV
O2 spread of upper three: 0.2523 eV
O2 smallest gap in upper three: 0.0995 eV
O2 permutations kept: hopping only 2, full 1
O2 spread at s=0.001: 0.2770 meV, first order 0.2770 meV
O2 large cluster, spread of levels 2-4: 0.1081 eV
O2 large cluster, smallest gap: 0.4939 meV
O2 spread, Hf moved out 0.01 nm: 0.2285 eV
O2 spread with spin-orbit: 0.3048 eV
O2 spread in field: 0.2572 eV
spin-orbit constant: 0.10 eV; field: 2.0 MV/cm
cubic t2 spin-orbit splitting: 0.1500 eV
cubic t2 splitting in field: 51.00 meV
thermal energy at 358 K: 30.85 meV
\end{verbatim}
